Zero-Point Displacement of a 1 THz Ferroelectric Soft Mode

**Problem**

A soft optical mode of a perovskite has the frequency f = 1 THz and an effective mass of 20 atomic mass units (daltons). Treat it first as one harmonic oscillator whose coordinate u is the shift of the titanium ion against its oxygen cage.

(a) Find the rms displacement in the ground state, and compare it with a ferroelectric off-centring of roughly 0.15 Å.

(b) Up to what temperature does zero-point motion dominate?

(c) In a crystal the mode belongs to a phonon branch. Take 1 THz as the bottom of the branch and 5 THz as its top, and find the displacement of one cell.

(d) How do the answers change if a quartic energy confines the ion, and could one isolated cell stay off-centre?

The algebra is in atomic units, so ħ = 1 and masses are in electron masses. Numbers are in angstrom and electronvolt. "Displacement" means the rms value of one Cartesian component.

**The coordinate and its mass**

Let a titanium ion of mass m₁ sit at x₁ and a rigid cage of three oxygens, total mass m₂, at x₂. With the centre of mass at rest, m₁v₁ + m₂v₂ = 0. The relative velocity is v = v₁ − v₂, so

v₁ = m₂v/(m₁ + m₂),  v₂ = −m₁v/(m₁ + m₂).

The kinetic energy is then

½m₁v₁² + ½m₂v₂² = ½ [m₁m₂² + m₂m₁²]/(m₁ + m₂)² v² = ½μv²,  μ = m₁m₂/(m₁ + m₂).

With 47.87 daltons for Ti and 3 × 16 = 48 daltons for the cage, μ = 23.97 daltons. The given 20 daltons is therefore a sensible round mass for this coordinate. A mass belongs to a definition of u: if u were rescaled, m would change with it, and the comparison with an off-centring would need the same rescaling.

**(a) Ground state of one oscillator**

The Hamiltonian is

H = p²/(2m) + ½mω²u²,  ω = 2πf.

Write w = ⟨u²⟩. The variances of u and p cannot exceed ⟨u²⟩ and ⟨p²⟩, so the uncertainty relation gives ⟨p²⟩ w ≥ 1/4 in any state. Hence

E ≥ 1/(8mw) + ½mω²w.

The first term is the cost of confinement, the second the cost of spreading up the walls. To find the minimum, set x = 2mωw. Then 1/(8mw) = ω/(4x) and ½mω²w = ωx/4, so

E ≥ (ω/4)(x + 1/x) = ω/2 + (ω/4)(x − 1)²/x.

The right side is smallest at x = 1, where it equals ω/2. This energy can be reached. For ψ ∝ exp(−mωu²/2),

ψ″ = (m²ω²u² − mω)ψ,

Hψ = −ψ″/(2m) + ½mω²u²ψ = (ω/2)ψ.

The bound is thus attained, and a state that attains it must have x = 1. The ground-state rms displacement s = √w is

s = 1/√(2mω).

For the numbers, 20 daltons are 36458 electron masses and ω is 0.000152 hartree:

2mω = 2 × 36458 × 0.000152 = 11.08,

s = 1/√11.08 = 0.300 bohr = 0.159 Å.

In engineering units this is 0.016 nm. Its ratio to the yardstick of 0.15 Å is 1.06. As a check of the formula, diagonalizing H on a grid of 241 points between −2 and 2 Å reproduces s to better than one part in a million.

The classical turning point is a different length. It follows from ½mω²u² = ω/2, which gives u² = 1/(mω) = 2s² and u = √2 s = 0.225 Å.

Since s varies as (mf)^(−1/2), the estimate is forgiving: the mass of 23.97 daltons gives 0.145 Å. It does not forgive a wrong unit. Twenty atomic units of mass in the strict sense are 20 electron masses, and would give 6.79 Å, more than a perovskite cell edge of about 4 Å. Taking 10¹² rad/s for ω, without the factor 2π, would give 0.398 Å.

What does "comparable" mean physically? Place two copies of the ground-state Gaussian at u = +d and u = −d. Each has the amplitude exp[−(u ∓ d)²/(4s²)] up to normalization. The exponents in their product add to

−[(u − d)² + (u + d)²]/(4s²) = −u²/(2s²) − d²/(2s²).

The first term integrates to one with the normalization, so the overlap is exp[−d²/(2s²)]. For d = 0.15 Å and s = 0.159 Å it is exp(−0.445) = 0.64. Packets of this width, centred on the two opposite off-centre positions, are far from distinct.

**(b) Temperature**

In a stationary state ⟨up + pu⟩ does not change in time. Its equation of motion then gives ⟨p²⟩/m = mω²⟨u²⟩, so kinetic and potential energy are equal. In the oscillator level of energy (n + ½)ω this means

½mω²⟨u²⟩ = ½(n + ½)ω,  ⟨u²⟩ = (n + ½)/(mω) = (2n + 1)s².

With y = ω/(kT), the Boltzmann weights e^(−ny) form a geometric series, and the mean of n is 1/(e^y − 1). Therefore

⟨u²⟩ = s² (e^y + 1)/(e^y − 1) = s² coth[ω/(2kT)].

The thermal part equals the zero-point part when the coth is 2:

e^y + 1 = 2(e^y − 1),  e^y = 3,  kT = ω/ln 3.

Here ω/k = 48 K, so the crossover lies at 48/1.099 = 43.7 K. This holds for a single mode at 1 THz. The crossover temperature is proportional to the frequency, so the stiffer modes of the branch in part (c) stay dominated by zero-point motion to higher temperatures. At 4 K the thermal part raises the variance by only 1.2 × 10⁻⁵ of its zero-point value. In the opposite limit, kT ≫ ω, coth[ω/(2kT)] tends to 2kT/ω and ⟨u²⟩ tends to kT/(mω²). Planck's constant has dropped out, as it should.

**(c) One cell of a crystal**

A phonon at 1 THz is not the private oscillator of one cell. Let each of N cells carry a coordinate uᵢ with its own spring mω₀², and let neighbours along axis α be joined by springs k_α. The equation of motion is

m üᵢ = −mω₀²uᵢ − Σ_α k_α(2uᵢ − u_(i+α) − u_(i−α)).

For a plane wave the two neighbours along α contribute 2 cos q_α times uᵢ, with q_α the phase change per cell. Hence

ω_q² = ω₀² + (2/m) Σ_α k_α(1 − cos q_α).

At the zone corner every cosine is −1, so ω_max² = ω₀² + 4K/m with K = Σ_α k_α. Writing g_α = k_α/K for the share of each axis and eliminating K gives

ω_q² = ω₀² + (ω_max² − ω₀²) Σ_α g_α(1 − cos q_α)/2.

The normalized plane waves are independent oscillators of mass m. Each has the variance 1/(2mω_q) and spreads it evenly over N cells, so

⟨u²⟩_cell = (1/N) Σ_q 1/(2mω_q).

The uniform mode, q = 0, contributes s²/N, or an rms value of s/√N. In a block of 216 cells that is 0.159/√216 = 0.0108 Å, and in a large crystal it vanishes. The displacement of a cell is built from the whole branch.

Two bounds follow without any integration. Every ω_q lies between ω₀ and ω_max, so the cell value lies between s√(ω₀/ω_max) = 0.159/√5 = 0.071 Å and s = 0.159 Å. A flat branch, ω_max = ω₀, recovers s.

The average over the zone, on a grid of 48 × 48 × 48 points, gives 0.087 Å for equal shares g = 1/3. This is 0.0087 nm, or 0.58 of the yardstick. Since (0.087/0.159)² = 0.30, the cell has the same zero-point width as a single oscillator at 1/0.30 ≈ 3.3 THz. If the coupling is mostly along one axis, with shares 0.1, 0.1 and 0.8 and the same two end frequencies, the result is 0.091 Å. The anisotropy matters little here; the spread of the branch matters more.

What if the mode softens completely? Near q = 0, 1 − cos q_α ≈ q_α²/2, so for ω₀ → 0 the frequency is proportional to the length of q at fixed direction. The sum then contains the integral of q² dq/q, which is finite at small q. The single-oscillator formula diverges in this limit, but the harmonic displacement of one cell in three dimensions does not.

**(d) Quartic confinement and the double well**

A harmonic energy is a poor guide if the ion soon meets stiffer walls. To size them, use a double well with minima at ±d and a barrier D:

V = D(u²/d² − 1)² = D − 2Du²/d² + Du⁴/d⁴.

If the quartic term is written bu⁴/4, then b = 4D/d⁴. A rough depth of 0.02 eV per cell and d = 0.15 Å give

b = 4 × 0.02/0.15⁴ = 158 eV/Å⁴.

First add this quartic term to the 1 THz harmonic well of one isolated cell. A centred Gaussian of variance w has ⟨u⁴⟩ = 3w², and its energy is

E(w) = 1/(8mw) + ½mω²w + ¾bw².

Setting the derivative to zero and multiplying by 2 gives

1/(4mw²) = mω² + 3bw.

With w = 1/(2mΩ), the left side is mΩ². The quartic term therefore acts as an added stiffness 3bw, which depends on the fluctuation itself.

The solution is √w = 0.0688 Å. To see which stiffness wins, use mω² = ω/(2s²), with ω in eV:

mω² = 0.004136/(2 × 0.159²) = 0.082 eV/Å²,

3bw = 3 × 158 × 0.0688² = 2.24 eV/Å².

The quartic part is about 27 times larger, so this isolated cell is not a 1 THz oscillator at all. Diagonalization on the grid described in (a) gives an rms value of 0.0703 Å. The Gaussian width is about 2 % below it.

If the harmonic stiffness is dropped altogether, 1/(4mw²) = 3bw gives

w³ = 1/(12mb).

The width now varies as m^(−1/6) and remains finite without any harmonic restoring force.

This reduction must not be multiplied with that of part (c). The measured frequency of a crystal already contains the average stiffening by the quartic energy. Part (c) starts from such a dressed frequency; the present calculation instead treats 1 THz as the bare frequency of a lone cell. They are two views of how far the first estimate can be trusted.

Now take the full double well, with its negative curvature at the centre, for one cell of mass 20 daltons. Its ground-state energy is 0.0137 eV above the minima, or 0.69 of the barrier. The level lies below the barrier top, yet the density at the centre is still 0.865 of that at u = ±d. The density peaks inside the minima, near ±0.11 Å, and the centre value is 0.72 of that peak. The dip is shallow, so the ion is only weakly localized on either side. The two lowest levels differ by 0.00625 eV; an equal superposition of them, which leans to one side, swings across and back at the frequency 0.00625/0.004136 = 1.5 THz. In this model one isolated cell does not hold a static off-centring.

Coupling between cells can change that. If N cells move rigidly together, their Hamiltonian is p²/(2Nm) + N V(u). The small-oscillation frequency in a minimum is unchanged, because mass and stiffness both grow by N, but the barrier becomes ND. Once the ground level lies deep in the wells, the zero-point energy divided by the barrier falls as 1/N, and tunnelling between the wells slows roughly exponentially with N. A large rigid block can therefore stay off-centre for a very long time where one cell cannot. Whether real cells lock together depends on the coupling, which the one-cell model leaves out.

**A few cases**

The last column is the rms displacement divided by 0.15 Å.

| Case | rms (Å) | Ratio |
|---|---|---|
| One oscillator, 1 THz | 0.159 | 1.06 |
| Cell, isotropic branch 1–5 THz | 0.087 | 0.58 |
| Cell, chain-like branch 1–5 THz | 0.091 | 0.60 |
| Lone cell, 1 THz plus quartic | 0.070 | 0.47 |
| Lone cell, double well | 0.117 | 0.78 |
| Cell, branch 2.7–5 THz, 300 K | 0.146 | 0.97 |

All rows but the last are ground-state values. The double-well entry measures the spread over both sides of the barrier, not the width of a packet in one minimum. In the last row the zero-point part alone is 0.080 Å. Its share of the variance is (0.080/0.146)² = 0.30, so most of the room-temperature motion in this model is thermal. This split does not measure how quantum the motion is. With coth x ≈ 1/x + x/3, each mode has ⟨u²⟩ ≈ kT/(mω²) + 1/(12mkT), and at 300 K the second, quantum term is about 0.0007 Å², only some 3 % of the total variance. The near agreement with the first row has no common cause: one number is quantum motion at a low frequency, the other mainly thermal motion at higher frequencies.

**Beside a real material**

The parameters suit a titanate such as strontium titanate, whose soft mode lies near 1 THz at some tens of kelvin and at roughly 2.7 THz at room temperature. At 4 K its frequency is lower than 1 THz. Halving f would raise the single-oscillator value by √2, to 0.22 Å, but part (c) shows why the displacement of a cell need not follow: the softest modes fill only a small part of the zone. The yardstick of 0.15 Å and the depth of 0.02 eV are rough sizes for a ferroelectric like barium titanate, not data for strontium titanate. Strontium titanate stays paraelectric on cooling, and quantum fluctuations are the accepted reason. The estimate shows that their length scale is large enough to matter; it does not by itself predict the absence of order.

One assumption that a crystal clearly breaks is that of one oscillator at one frequency. For the branch chosen here, correcting it lowers 0.159 Å to about 0.09 Å. Electric forces also stiffen longitudinal modes. If the transverse modes keep the frequencies of the chosen branch, this lowers the sum in part (c) further, since each term varies as 1/ω_q. Mixing with other branches, strain, and quartic coupling between the three components of u are not sized here.

The answer to (a) is thus 0.016 nm for a single local oscillator. For one cell of the model crystal at low temperature it is closer to 0.009 nm, or 0.58 of the chosen off-centring. That ratio rests on the assumed 5 THz top of the branch and on the neglect of electric forces. A 10 THz top gives 0.063 Å, a ratio of 0.42. In the isotropic case, very stiff longitudinal modes would remove one third of the variance and leave √(2/3) × 0.087 = 0.071 Å, a ratio of 0.47. The safe statement is that the cell value is roughly half of the off-centring. The tabulated values are in the numerical output below.

Table of computed values

```
input frequency: 1 THz
input mass: 20 dalton
mass in electron masses: 36458 m_e
quantum hbar*omega: 0.004136 eV
hbar*omega in atomic units: 0.000152 hartree
s in atomic units: 0.3004 bohr
zero-point rms s: 0.159 angstrom
zero-point rms s: 0.0159 nm
zero-point energy: 0.002068 eV
turning point: 0.2248 angstrom
misread: 20 electron masses: 6.79 angstrom
misread: omega = 1e12 rad/s: 0.398 angstrom
Ti mass: 47.87 dalton
O mass: 16 dalton
reduced mass Ti against O3: 23.97 dalton
s with that reduced mass: 0.145 angstrom
off-centring yardstick (rough): 0.15 angstrom
ratio s / off-centring: 1.06
hbar*omega / k_B: 48 K
variance doubles at: 43.7 K
cold temperature of use: 4 K
variance factor minus 1, cold: 1.2e-05
branch top: 5 THz
one-cell rms, isotropic branch: 0.087 angstrom
one-cell rms, isotropic branch: 0.0087 nm
one-cell rms, chain-like branch: 0.0907 angstrom
ratio isotropic / off-centring: 0.58
ratio chain-like / off-centring: 0.604
one-cell rms, isotropic, cold: 0.087 angstrom
cells in test lattice: 216
q=0 mode alone, per cell: 0.0108 angstrom
warm temperature: 300 K
warm branch bottom (rough): 2.7 THz
warm branch, zero-point rms: 0.0801 angstrom
warm branch, total rms: 0.146 angstrom
well depth per cell (rough): 0.02 eV
quartic coefficient b: 158 eV/angstrom^4
rms with quartic, grid: 0.0703 angstrom
rms with quartic, Gaussian: 0.0688 angstrom
ratio quartic rms / off-centring: 0.468
double well: ground energy above minima: 0.0137 eV
double well: ground energy / barrier: 0.686
double well: first splitting: 0.00625 eV
double well: density centre/minimum: 0.865
double well: rms: 0.117 angstrom
```
